# Spin-Orbit Constants of 2Pi States: Regular CH and Inverted OH, part 2

The problem is the sign and size of the spin-orbit constant \(A\) in the \({}^2\Pi\) ground states of OH and CH, with fixed nuclei on the \(z\) axis and no rotation. The projections on this axis, in units of \(\hbar\), are \(\Lambda\) for the electronic orbital angular momentum \(\mathbf L\), \(\Sigma\) for the total spin \(\mathbf S\), and \(\Omega=\Lambda+\Sigma\). In an atom, the projections of \(\mathbf L\) and \(\mathbf S\) are written \(M_L\) and \(M_S\), and \(\mathbf J=\mathbf L+\mathbf S\). The constant is an energy, with \(E=A\Lambda\Sigma\) and

\[
A=E({}^2\Pi_{3/2})-E({}^2\Pi_{1/2}).
\]

A state is regular if \(A>0\) and inverted if \(A<0\). Values in \(\mathrm{cm^{-1}}\) are energies divided by \(hc\).

One electron has orbital angular momentum \(\mathbf l\), spin \(\mathbf s\), momentum \(\mathbf p\), and projections \(m\) and \(\mu\) in units of \(\hbar\). In a central potential energy \(V(r)\), with \(V'=dV/dr\), its spin-orbit operator is \(\xi(r)\,\mathbf l\cdot\mathbf s\), where \(\xi=V'/(2m_e^2c^2r)\) and \(m_e\) is the electron mass. The radial average gives \(\zeta=\hbar^2\langle\xi\rangle\). In the molecular orbitals \(\pi_\pm\), with \(m=\pm1\), the energy is \(\zeta_\pi m\mu\).

With the interaction between electrons included, the Breit-Pauli operator is

\[
H_{\rm so}=\sum_i\mathbf s_i\cdot\mathbf u_i+
\sum_{i\ne j}\mathbf g_{ij}\cdot(\mathbf s_i+2\mathbf s_j),
\quad
\mathbf g_{ij}=-\frac{k}{2m_e^2c^2}\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3},
\]

where \(k=e^2/4\pi\epsilon_0\), \(\mathbf r_{ij}=\mathbf r_i-\mathbf r_j\), and \(\mathbf u=(\nabla V)\times\mathbf p/(2m_e^2c^2)\) with the nuclear potential alone.

The ground configurations are \(1\sigma^22\sigma^23\sigma^2\pi^1\) for CH and \(1\sigma^22\sigma^23\sigma^2\pi^3\) for OH. To first order in a single determinant, including the two-electron terms,

\[
A(\pi^1)=+\zeta_\pi ,
\]

\[
A(\pi^3)=-\zeta_\pi .
\]

The value of \(\zeta_\pi\) depends on the electrons present.

## The size of the constant in OH and oxygen

The constant \(A\) is the energy of \({}^2\Pi_{3/2}\) minus that of \({}^2\Pi_{1/2}\). For one determinant and first-order Breit-Pauli coupling, \(A=\zeta_\pi\) for \(\pi^1\) and \(A=-\zeta_\pi\) for \(\pi^3\). The constant \(\zeta_\pi\) contains the nuclear attraction and the two-electron operator with spin factor \(\mathbf s_i+2\mathbf s_j\). As before, \(m\) and \(\mu\) denote one electron's orbital and spin projections in units of \(\hbar\), and \(k=e^2/4\pi\epsilon_0\).

The value to be interpreted for OH is \(A=-139\ \mathrm{cm^{-1}}\), or \(-2.76\times10^{-21}\ \mathrm J\). The first-order relation gives immediately

\[
\zeta_\pi({\rm OH})=-A({\rm OH})=139\ \mathrm{cm^{-1}} .
\]

The minus sign belongs to the three-electron configuration, not to the oxygen spin-orbit constant. To connect this molecular number with oxygen, the atomic constant must first be defined for an atom that has four \(2p\) electrons.

The ground term of the oxygen configuration \(2p^4\) is \({}^3P\). Consider its component with \(M_L=1\) and \(M_S=1\). Four electrons can have \(M_S=1\) if three have spin up and one has spin down. The three up electrons must fill \(p_+\), \(p_0\) and \(p_-\), whose orbital projections sum to zero. The down electron must then be in \(p_+\). The state is therefore a single determinant. With one-electron energies \(\zeta m\mu\), the diagonal spin-orbit energy is

\[
\zeta\left[(1)\tfrac12+(0)\tfrac12+(-1)\tfrac12+(1)(-\tfrac12)\right]
=-\frac{\zeta}{2}.
\]

Within one \({}^3P\) term, the orbital vector in the spin-orbit operator is proportional to \(\mathbf L\), and the spin vector to \(\mathbf S\). The operator consequently has the form \(a\,\mathbf L\cdot\mathbf S/\hbar^2\). In the component \(M_L=M_S=1\) its expectation value is \(a\), so \(a=-\zeta/2\). When the two-electron operator is included, the atomic constant is defined by the same relation,

\[
\zeta_{\rm O}=-2\langle M_L=1,M_S=1|H_{\rm so}|M_L=1,M_S=1\rangle .
\]

The three levels follow from \(2\mathbf L\cdot\mathbf S=\mathbf J^2-\mathbf L^2-\mathbf S^2\). With \(L=S=1\),

\[
E_J=-\frac{\zeta_{\rm O}}{4}\left[J(J+1)-4\right],
\]

which gives

\[
E_2=-\frac{\zeta_{\rm O}}2,\qquad
E_1=\frac{\zeta_{\rm O}}2,\qquad
E_0=\zeta_{\rm O}.
\]

The level with the largest \(J\) is lowest, so this term is inverted too. Its intervals are \(E_1-E_2=\zeta_{\rm O}\) and \(E_0-E_1=\zeta_{\rm O}/2\). If \(\zeta_{\rm O}\) were equal to \(139\ \mathrm{cm^{-1}}\), they would be \(139.0\) and \(69.5\ \mathrm{cm^{-1}}\), with a total width of \(208.5\ \mathrm{cm^{-1}}\). These are spin-orbit intervals. The magnetic interaction between two spins can also act in a triplet and shift its levels. It has no first-order effect on the doublet splitting, because its spin operator has rank two and cannot connect two states of total spin \(\tfrac12\).

There is a simple reason to expect \(\zeta_\pi({\rm OH})\) to be close to \(\zeta_{\rm O}\). An orbital with \(m=\pm1\) cannot contain the hydrogen \(1s\) orbital, which has \(m=0\). The hydrogen atom has no valence \(p\) orbital to contribute. In a minimal valence description, the \(\pi\) orbital of OH is therefore an oxygen \(2p\) orbital. If its radial function and its electronic surroundings were unchanged from the atom, we would have

\[
A({\rm OH})\simeq-\zeta_{\rm O}.
\]

Both conditions are approximations. A bond can change the radial function, and the two-electron contribution for \(\pi^3\) in a molecule is not the same expectation value as for \(p^4\) in an atom. In a molecule whose two atoms both contribute valence \(p\) orbitals to the open \(\pi\) orbital, there is also no reason to equate its constant with that of one atom.

The nuclear contribution displays the strong dependence on the orbital near the nucleus. For a nucleus of charge number \(Z\), \(V=-Zk/r\), so \(V'/r=Zk/r^3\). The nuclear part of the constant is

\[
\zeta_{\rm nuc}=CZ\langle r^{-3}\rangle,\qquad
C=\frac{e^2\hbar^2}{8\pi\epsilon_0m_e^2c^2}
=1.720\times10^{-53}\ \mathrm{J\,m^3}.
\]

It is convenient to measure \(r\) in units of the Bohr radius \(a_0\). Dividing \(C\) by \(a_0^3hc\) then gives \(5.844\ \mathrm{cm^{-1}}\) for each unit of \(Z\langle(a_0/r)^3\rangle\). A modest contraction of the orbital can matter because the average weights small distances by \(r^{-3}\).

To obtain values for these averages, the oxygen atom, OH at a bond length of \(0.97\ \text{Å}\), and CH at \(1.12\ \text{Å}\) were treated by open-shell Hartree-Fock theory in the cc-pVTZ basis. In this method the energy of a determinant is minimized with respect to its orbitals. Here the equivalent open orbitals were required to share one radial form: \(p_x,p_y,p_z\) in the atom, and \(\pi_x,\pi_y\) in each molecule. This preserves the spherical or axial symmetry used in the derivation. The complex orbitals are \(\pi_\pm=(\pi_x\pm i\pi_y)/\sqrt2\).

The spin-orbit energies were then evaluated as expectation values in the determinants, including every direct and exchange term in \(H_{\rm so}\). The level of theory leaves out electron correlation beyond Hartree-Fock, relativistic changes of the orbitals, higher-order spin-orbit coupling, and averaging over vibrations. The finite basis also matters, because cc-pVTZ has few \(p\) functions that describe the region near the nucleus. A more flexible set of \(p\) functions on the heavy atom raises the constants found below by about \(4.6\ \mathrm{cm^{-1}}\) for O, \(4.1\ \mathrm{cm^{-1}}\) for OH and \(1.0\ \mathrm{cm^{-1}}\) for CH, to about 161.1, 140.7 and \(28.5\ \mathrm{cm^{-1}}\). The results below are theoretical values for the stated basis, not measurements.

For the oxygen \(2p\) orbital the calculation gives \(\langle(a_0/r)^3\rangle=4.867\). Its nuclear part is therefore

\[
5.844\times8\times4.867\simeq227.5\ \mathrm{cm^{-1}} .
\]

The two-electron terms contribute \(-71.0\ \mathrm{cm^{-1}}\), and their sum is

\[
\zeta_{\rm O}=227.5-71.0\simeq156.6\ \mathrm{cm^{-1}},
\]

where the last digit follows from the unrounded terms.

Part of the negative electronic contribution can be understood from ordinary screening. For a spherical charge distribution, let \(N(r)\) be the number of electrons inside radius \(r\). Gauss's law gives \(V'=k[Z-N(r)]/r^2\). For a radial function normalized by \(\int_0^\infty R^2r^2\,dr=1\), the nuclear and direct electric parts together are

\[
\zeta_{\rm direct}=C\int_0^\infty R(r)^2\frac{Z-N(r)}{r}\,dr .
\]

With the average density of the oxygen atom, numerical integration gives \(174.3\ \mathrm{cm^{-1}}\). This lies below the bare nuclear value because the inner electrons reduce the electric field. It is not yet \(\zeta_{\rm O}\): the average density includes the electron's own density, and the expression contains neither exchange nor the magnetic effect of the other electrons' motion. The complete expectation value in the \({}^3P\) determinant is lower by a further \(17.7\ \mathrm{cm^{-1}}\).

For OH, the value \(\langle(a_0/r)^3\rangle\) of the \(\pi\) orbital about oxygen is \(4.560\). The oxygen nucleus contributes

\[
5.844\times8\times4.560\simeq213.2\ \mathrm{cm^{-1}} .
\]

The hydrogen nucleus adds about \(1.0\ \mathrm{cm^{-1}}\), giving a nuclear total of \(214.2\ \mathrm{cm^{-1}}\). The two-electron part is \(-77.6\ \mathrm{cm^{-1}}\), so

\[
\zeta_\pi({\rm OH})=214.2-77.6=136.6\ \mathrm{cm^{-1}} .
\]

The two determinant energies with \(\Lambda=1\) are \(-68.3\ \mathrm{cm^{-1}}\) for \(\Omega=\tfrac32\) and \(+68.3\ \mathrm{cm^{-1}}\) for \(\Omega=\tfrac12\). Their difference in the defining order is

\[
A({\rm OH})=-68.3-68.3=-136.6\ \mathrm{cm^{-1}} .
\]

The magnitude is \(2.4\ \mathrm{cm^{-1}}\) smaller than that of the given constant, a difference of 1.7% relative to \(139\ \mathrm{cm^{-1}}\). This difference is smaller than the basis-set error of about \(4\ \mathrm{cm^{-1}}\), so it does not measure the accuracy of the theory. The other omitted effects may also partly cancel.

The calculation also shows how the molecular and atomic constants differ. From the atom to OH, the oxygen-nucleus part decreases by about \(14.4\ \mathrm{cm^{-1}}\), following the decrease in \(\langle r^{-3}\rangle\). The hydrogen nucleus restores about \(1.0\ \mathrm{cm^{-1}}\), while the two-electron part becomes more negative by \(6.6\ \mathrm{cm^{-1}}\). The net change is

\[
-14.4+1.0-6.6=-20.0\ \mathrm{cm^{-1}} .
\]

The largest of these three changes is in the oxygen-nucleus part. This division does not isolate the effect of the changed \(\pi\) orbital, because the two-electron part depends on that orbital too. In this calculation

\[
\frac{\zeta_\pi({\rm OH})}{\zeta_{\rm O}}
=\frac{136.6}{156.6}\simeq0.87 .
\]

Using the given molecular constant instead gives \(139/156.6\simeq0.89\), again relative to the computed atomic value. With the more flexible \(p\) functions the first ratio stays at 0.87, while the second falls to \(139/161.1\simeq0.86\). The statement that OH has approximately the oxygen constant with its sign reversed therefore holds here to within about 15%. It should not be used to infer an atomic constant to the last wavenumber.

For CH, the same calculation gives \(\langle(a_0/r)^3\rangle=1.580\) about carbon. The carbon nucleus contributes

\[
5.844\times6\times1.580\simeq55.4\ \mathrm{cm^{-1}},
\]

and the hydrogen nucleus about \(0.6\ \mathrm{cm^{-1}}\). With a two-electron part of \(-28.5\ \mathrm{cm^{-1}}\),

\[
A({\rm CH})=\zeta_\pi({\rm CH})
=56.0-28.5=27.5\ \mathrm{cm^{-1}} .
\]

The determinant energies are \(+13.7\ \mathrm{cm^{-1}}\) for \(\Omega=\tfrac32\) and \(-13.7\ \mathrm{cm^{-1}}\) for \(\Omega=\tfrac12\). Their order is opposite to that in OH. The constant \(\zeta_\pi\) is positive in both molecules, so the opposite signs of \(A\) come from one electron versus one hole in the \(\pi\) shell.

The magnitudes differ for another reason. The heavy-nucleus contribution in OH is larger than that in CH by the factor

\[
\frac{8}{6}\times\frac{4.560}{1.580}\simeq3.85 .
\]

The charge ratio supplies 1.33 and the ratio of inverse-cube averages supplies 2.89. The more compact oxygen orbital thus accounts for more of the increase than the explicit factor \(Z\). The two-electron terms remove about 36% of the nuclear part in OH and 51% in CH, which increases the contrast between the final constants.

It remains to estimate when coupling to other electronic states disturbs the first-order relation. Consider a \(p\)-shell model with operator \(\zeta\,\mathbf l\cdot\mathbf s/\hbar^2\) and a \({}^2\Sigma\) state at an energy \(\Delta\) above the \({}^2\Pi\) state. The longitudinal part \(l_zs_z\) gives the first-order splitting. The transverse part is

\[
\frac{\zeta}{2\hbar^2}(l_+s_-+l_-s_+).
\]

For one electron it connects \(m=1,\mu=-\tfrac12\) to \(m=0,\mu=+\tfrac12\). The orbital step gives \(\sqrt2\,\hbar\), and the spin step gives \(\hbar\). The matrix element is therefore \(\zeta/\sqrt2\). Second-order perturbation theory lowers the \(\Omega=\tfrac12\) level by

\[
\delta\simeq\frac{|\zeta/\sqrt2|^2}{\Delta}
=\frac{\zeta^2}{2\Delta},\qquad \zeta\ll\Delta .
\]

The \(\Omega=\tfrac32\) level has no partner in the \({}^2\Sigma\) state, whose components have \(|\Omega|=\tfrac12\). Since \(A\) is the upper-\(\Omega\) energy minus the lower-\(\Omega\) energy, it increases by \(\delta\).

For \(\sigma^2\pi^3\), the corresponding excited configuration is \(\sigma^1\pi^4\). One electron moves from \(\sigma\) to \(\pi\), with the same magnitude of matrix element. Again the \(\Omega=\tfrac12\) level is lowered, so

\[
A(\pi^1)\simeq\zeta+\frac{\zeta^2}{2\Delta},\qquad
A(\pi^3)\simeq-\zeta+\frac{\zeta^2}{2\Delta}.
\]

The correction has the same sign in these two cases and makes an inverted splitting slightly smaller in magnitude. Here \(\pi^1\) means one electron with an empty \(\sigma\) orbital above it.

The filling of the \(\sigma\) orbital matters. In CH it is full and lies below \(\pi\). The transverse operator can then move a \(\sigma\) electron to \(\pi_+\) with spin down or to \(\pi_-\) with spin up. For \(\Lambda=1\) and \(\Omega=\tfrac32\) both places are free, but for \(\Omega=\tfrac12\) the first is already occupied. With independent electrons and a gap \(\Delta\), the two levels are lowered by \(2\delta\) and \(\delta\), so \(A(\sigma^2\pi^1)\simeq\zeta-\zeta^2/(2\Delta)\). In the real molecule the states of \(\sigma^1\pi^2\) have different energies. The \(\Omega=\tfrac32\) level couples to \({}^2\Delta\) and to \({}^4\Sigma^-\), each with the full matrix element, while the \(\Omega=\tfrac12\) level couples to one determinant that is one third \({}^4\Sigma^-\) and two thirds doublet \(\Sigma\). The contribution of this configuration therefore remains negative when the quartet lies below the doublet \(\Sigma\) states. Empty \(\sigma\) orbitals above \(\pi\), which the model omits, contribute with the opposite sign, so the model does not give the total correction for CH. For the round parameter \(\Delta/hc=30000\ \mathrm{cm^{-1}}\) and \(\zeta/hc=139\ \mathrm{cm^{-1}}\),

\[
\frac{\delta}{hc}\simeq\frac{139^2}{2\times30000}
\simeq0.32\ \mathrm{cm^{-1}} .
\]

Diagonalizing the model matrices gives \(A/hc=139.32\ \mathrm{cm^{-1}}\) for \(\pi^1\) with an empty \(\sigma\) orbital above it, and \(-138.68\ \mathrm{cm^{-1}}\) for \(\pi^3\). This is an estimate for one coupled state in a simple model, not a correction to the Hartree-Fock value for OH. The expansion fails when \(\Delta\) is comparable with \(\zeta\). The \({}^2\Pi\) and \({}^2\Sigma\) states must then be diagonalized together, and a single constant \(A\) no longer describes the electronic levels adequately.
